UHF spin contamination from orbital overlaps and the energy error it causes

**Two electrons in two orbitals**

Put one spin-up electron in a normalized orbital a and one spin-down electron in a normalized orbital b. Choose the phase of b so that their overlap σ = ⟨a|b⟩ is real and lies between 0 and 1. Two such orbitals can be written with an orthonormal pair u, v:

a = cosθ u + sinθ v,  b = cosθ u − sinθ v,  σ = cos²θ − sin²θ = cos2θ.

Let |p q̄| be the normalized determinant with p spin-up and q spin-down. Multiplying out gives

|a b̄| = cos²θ |u ū| − sin²θ |v v̄| − cosθ sinθ (|u v̄| − |v ū|).

Exchanging two columns changes the sign of a determinant, so −|v ū| = +|ū v|. The last bracket is therefore |u v̄| + |ū v|, which is √2 times the normalized triplet state with S_z = 0. The first two terms are singlets. The weights are

w_1 = 2 cos²θ sin²θ = ½ sin²2θ = (1 − σ²)/2,
w_0 = 1 − w_1 = (1 + σ²)/2.

With ħ = 1 a triplet has S² = 2, so ⟨S²⟩ = 2w_1 = 1 − σ². A Hamiltonian without spin operators does not connect singlet and triplet. If E_0 and E_1 are the energies of the two normalized parts, the determinant has energy E = w_0E_0 + w_1E_1, and

E − E_0 = w_1 (E_1 − E_0) = ½(1 − σ²)(E_1 − E_0).

The error is the contaminant weight times a spin gap. It is measured from the singlet part of this same determinant, not from the true ground state. If the triplet part lies lower, the gap is negative and contamination lowers the energy.

**The general question**

An unrestricted Hartree–Fock (UHF) determinant Φ has Nα spin-up orbitals a_i and Nβ ≤ Nα spin-down orbitals b_j. Each set is orthonormal. Φ has S_z = M = (Nα − Nβ)/2, and the wanted spin is s = M. In a basis with overlap matrix G and coefficient matrices Cα and Cβ, the overlaps between the sets form

T = Cα† G Cβ,  T_ij = ⟨a_i|b_j⟩.

The singular value decomposition is T = XσY†, with X and Y unitary and σ_1 … σ_Nβ on the diagonal. The orbitals a' = aX and b' = bY then satisfy ⟨a'_i|b'_j⟩ = σ_i δ_ij. These are the corresponding orbitals. Mixing occupied orbitals of one spin multiplies Φ by a phase at most, so Φ now consists of Nβ pairs like the one above and 2M unpaired spin-up electrons. No σ_i exceeds 1, because T projects a normalized orbital onto a subspace.

Let w_S be the weight of spin S in Φ, and E_S the energy of that part after normalization. A state with S_z = M contains no spin below M, so the sums start at S = s. The result to be derived is

Δ ≡ ⟨S²⟩ − s(s+1) = Σ_i (1 − σ_i²),

E_UHF − E_s ≈ Δ/[2(s+1)] · (E_{s+1} − E_s).

**First derivation: the raising operator**

With S_± = S_x ± iS_y and [S_x, S_y] = iS_z,

S₋S₊ = S_x² + S_y² + i[S_x, S_y] = S_x² + S_y² − S_z,

so S² = S₋S₊ + S_z(S_z + 1). In Φ the last term is M(M+1) = s(s+1). Since S₋ is the adjoint of S₊, Δ = ‖S₊Φ‖².

S₊ turns one spin-down electron at a time into a spin-up electron in the same spatial orbital. Hence S₊Φ = Σ_j Φ_j, where b_j has moved from the down set to the up set. Split b_j into a part inside the occupied up space and a remainder:

b_j = Σ_i a_i T_ij + r_j,  ‖r_j‖² = 1 − Σ_i |T_ij|².

The first part repeats orbitals already present and vanishes by antisymmetry. The remainder is orthogonal to all a_i, so ‖Φ_j‖² = ‖r_j‖². For j ≠ k, Φ_j still contains b_k with spin down. That orbital is orthogonal to every spin-down orbital of Φ_k, so ⟨Φ_j|Φ_k⟩ = 0. Therefore

Δ = Σ_j ‖r_j‖² = Nβ − Tr T†T = Nβ − Σ_i σ_i² = Σ_i (1 − σ_i²).

Contamination thus measures how far the spin-down orbitals reach outside the occupied spin-up space.

To pass from Δ to a weight, write ⟨S²⟩ as an average over spin components:

Δ = Σ_{S>s} w_S [S(S+1) − s(s+1)].

For S = s+1 the bracket is (s+1)(s+2) − s(s+1) = 2(s+1), and for higher S it is larger. The total contaminant weight W = Σ_{S>s} w_S therefore obeys

W ≤ Δ/[2(s+1)],

with equality when s+1 is the one contaminant.

For the energy, a spin-free H commutes with S², so parts of different spin have no matrix elements between them. Thus E_UHF = Σ_S w_S E_S. Subtracting E_s = Σ_S w_S E_s gives

E_UHF − E_s = Σ_{S>s} w_S (E_S − E_s).

This is an identity. If w_{s+1} is the sole contaminant weight, it equals Δ/[2(s+1)] and the stated estimate becomes an equality. Otherwise, let g = E_{s+1} − E_s and insert the sum for Δ. The s+1 terms cancel, leaving

estimate − error = Σ_{S≥s+2} w_S { g [S(S+1) − s(s+1)]/[2(s+1)] − (E_S − E_s) }.

The difference, measured in energy and not relative to the error, is therefore small in two different situations: when the higher weights are small, or when the component energies rise in proportion to S(S+1) − s(s+1), which makes each curly bracket zero.

**Second derivation: rotating the spins**

Apply R = exp(−iφS_y) to Φ. With c = cos(φ/2) and s̃ = sin(φ/2), spin up becomes c(up) + s̃(down), and spin down becomes −s̃(up) + c(down). The overlap of two determinants is the determinant of their orbital overlaps. In corresponding orbitals it splits into one 2×2 block per pair,

| c  −s̃σ_i |
| s̃σ_i  c |

with determinant c² + s̃²σ_i², and one factor c for each of the 2M unpaired electrons. Let x = cosφ, so that c² = (1+x)/2 and s̃² = (1−x)/2, and let q_i = (1 − σ_i²)/2, the triplet weight of pair i. Then c² + s̃²σ_i² = 1 − q_i(1−x), and

D ≡ ⟨Φ|R|Φ⟩ = c^{2M} Π_i [1 − q_i(1−x)].

The same quantity can be sorted by total spin. R changes no total spin, so D = Σ_S w_S d_S, where d_S is the diagonal element of R for a state with quantum numbers S and M. To find d_S, represent that state by the product ξ^{S+M} η^{S−M} of up spinors ξ and down spinors η. Rotation gives (cξ + s̃η)^{S+M} (−s̃ξ + cη)^{S−M}. The original product reappears when k factors turn from up to down and k from down to up:

d_S = Σ_k (−1)^k C(S+M, k) C(S−M, k) c^{2S−2k} s̃^{2k},

where C(n, k) is a binomial coefficient. Since k runs up to S−M, d_S is c^{2M} times a polynomial in x of degree S−M. The first two are

d_s = c^{2M},
d_{s+1} = c^{2M}[c² − (2M+1)s̃²] = c^{2M}[1 − (M+1)(1−x)].

The degrees all differ, so comparing powers of x fixes every w_S. The singular values determine the whole spin distribution, not just its average.

The average follows from small φ. Because Φ has definite S_z, ⟨S_y⟩ = 0 and ⟨S_x²⟩ = ⟨S_y²⟩ = (⟨S²⟩ − M²)/2. Hence D = 1 − ½φ²⟨S_y²⟩ + …. In the product form, c^{2M} ≈ 1 − Mφ²/4 and 1−x ≈ φ²/2, so D ≈ 1 − ½φ²(M/2 + Σ_i q_i). Equating the coefficients,

⟨S²⟩ = M² + M + 2Σ_i q_i,  so Δ = 2Σ_i q_i = Σ_i (1 − σ_i²),

as before.

Now let the sum Σ_i q_i = Δ/2 be small compared with 1. With many pairs it is not enough that each q_i is small. Below, O(q²) means second order in this sum. To first order D = c^{2M}[1 − (1−x)Δ/2]. Matching this to w_s d_s + w_{s+1} d_{s+1} requires

(M+1) w_{s+1} = Δ/2,  so w_{s+1} = Δ/[2(s+1)] + O(q²).

Spins s+2 and above need at least (1−x)², so their weights are O(q²).

For the energy, use ⟨Φ|HR|Φ⟩ = Σ_S w_S E_S d_S. At φ = 0 every d_S is 1, which gives E_UHF = Σ_S w_S E_S. In a finite basis the energies are bounded, so the higher spins contribute O(q²), and

E_UHF − E_s = Δ/[2(s+1)] · (E_{s+1} − E_s) + O(q²).

With one spin-down electron the product has a single factor, the first-order form is complete, and the correction vanishes. For a doublet with two up electrons and one down, the quartet weight is (1 − σ²)/3.

**The opposite limit**

Let three pairs have σ_i = 0 and M = 0. Then q_i = ½ and D = (1+x)³/8. The functions d_S are now

d_0 = 1, d_1 = x, d_2 = (3x² − 1)/2, d_3 = (5x³ − 3x)/2.

Solving for the powers gives x² = (1 + 2d_2)/3 and x³ = (3d_1 + 2d_3)/5. Inserting them in D = (1 + 3x + 3x² + x³)/8 gives

w_0 = 1/4, w_1 = 9/20, w_2 = 1/4, w_3 = 1/20.

Here W = 3/4, while Δ/2 = 3/2. The latter is a valid upper bound but cannot be a probability.

**A six-site ring worked through**

Take the Hubbard ring with hopping t, on-site repulsion U, six sites and three electrons of each spin. Energies are in units of t. No material is implied.

Consider the UHF solution with alternating spins, n_iα = ½ + (−1)^i m and n_iβ = ½ − (−1)^i m. A spin-up electron feels Un_iβ = U/2 − (−1)^i δ, with δ = Um. On the ring the waves k = 0, ±π/3 have energies ε_k = −2, −1, −1. The alternating field couples k to k+π, whose energy is −ε_k. The lower mixed state is cosθ_k|k⟩ + sinθ_k|k+π⟩, with energy −|ε_k|cos2θ_k − δ sin2θ_k apart from the constant U/2. Minimizing it gives

cos2θ_k = |ε_k|/e_k,  sin2θ_k = δ/e_k,  e_k = √(ε_k² + δ²).

For spin down δ changes sign, and so does θ_k. The occupied overlap matrix is therefore diagonal, with σ_k = cos2θ_k = |ε_k|/e_k.

An occupied spin-up orbital has density [1 + (−1)^i sin2θ_k]/6 at site i. Multiplying by (−1)^i and summing over the sites gives sin2θ_k. The same sum for the total spin-up density n_iα is 6m = 6δ/U, so Σ_k sin2θ_k = 6δ/U, and for δ ≠ 0

6/U = Σ_k 1/e_k.

The right side falls as δ grows from zero, where it is ½ + 1 + 1 = 2.5. A solution of this kind needs U > 6/2.5 = 2.4.

At U = 2.5 a numerical root search gives δ = 0.3176, and the singular values are 0.9876, 0.9531 and 0.9531. They satisfy the condition: 0.9876/2 + 2 × 0.9531 = 2.400 = 6/2.5. Then

Δ = 0.0246 + 0.0916 + 0.0916 = 0.2078,  Δ/2 = 0.1039.

For the true weights, use q = 0.0123, 0.0458, 0.0458 in D = Π_i(1 − q_i + q_i x). The x² coefficient is

0.9877 × 0.0458² + 2 × 0.0123 × 0.0458 × 0.9542 = 0.0031.

Since x² = (1 + 2d_2)/3, the quintet weight is two thirds of this, 0.0021. Treating the other powers in the same way gives a singlet weight of 0.9003, a triplet weight of 0.0976 and a septet weight of 0.00001. So W = 0.0997, slightly below the bound 0.1039.

The component energies come from expanding Φ in all 20 × 20 = 400 site configurations and projecting with the eigenvectors of the S² matrix:

E_0 = −4.3685, E_1 = −3.2569, g = 1.1116.

The UHF energy is −4.2549. Hence

contamination error = −4.25493 + 4.36845 = 0.1135,
estimate = 0.1039 × 1.1116 = 0.1155.

The estimate is 1.7% too high. The difference formula accounts for this. The quintet lies at E_2 = −1.9677, or 2.4008 above E_0, instead of 3g = 3.3348. Its contribution is 0.0021 × (3.3348 − 2.4008) = 0.0020.

**Which gap, and which error**

In practice the component energies may be unknown, and a gap between true spin states is used instead. Diagonalizing the model Hamiltonian for six electrons within each total spin gives lowest energies of −4.8942 for the singlet and −3.7404 for the triplet, a gap of 1.1538. The estimate becomes 0.1039 × 1.1538 = 0.1199, which is 5.6% above the contamination error.

Each component energy lies at or above the lowest true energy of its spin, by the variational principle. Replacing g by the true gap therefore changes it by the singlet excess minus the triplet excess, here 0.5258 − 0.4836 = 0.0422. A difference of two non-negative numbers has no fixed sign.

If E_{s+1} and E_UHF are available but E_s is not, the two-component relation can be rearranged. With w = Δ/[2(s+1)], E_{s+1} − E_UHF = (1−w)(E_{s+1} − E_s), so

E_UHF − E_s ≈ [w/(1−w)] (E_{s+1} − E_UHF).

The present numbers give 0.1157. The factor w/(1−w) diverges at w = 1, and the form can fail well before that. For the same ring at U = 4, where w = 0.879, it gives 1.189 instead of 0.628.

The whole error of UHF, relative to the lowest eigenvalue for three electrons of each spin, is −4.2549 + 4.8942 = 0.6393. Contamination makes up 18% of it, and 0.5258 remains after projection. Nor does Δ = 0 mean a good energy. The restricted (RHF) determinant with δ = 0 has no contamination, yet its energy is −4.2500 and its error is 0.6442.

UHF gains only 0.0049 over RHF, much less than the contamination error. To see why, treat δ as a free parameter that sets the mixing angles through tan2θ_k = δ/|ε_k|. For small δ the hopping energy −2Σ_k |ε_k|cos2θ_k rises by Kδ², where K = Σ_k 1/|ε_k| = 2.5. The repulsion energy 6U(¼ − m²), with m = Σ_k sin2θ_k/6 ≈ Kδ/6, falls by UK²δ²/6. Since 6/K = 2.4, the energy differs from the RHF value by Kδ²(1 − U/2.4), plus terms in δ⁴. The condition for δ makes U/2.4 − 1 itself of order δ². The gain is thus of order δ⁴, while Δ, and with it the contamination error, is of order δ².

**Stronger repulsion**

In the table, "error" is E_UHF − E_0 and "estimate" uses the component gap. The last column is (E_2 − E_0)/(E_1 − E_0), which would be 3 if the energies followed S(S+1).

U  Δ/2  W  error  estimate  ratio
2.5  0.104  0.100  0.114  0.116  2.16
3.0  0.482  0.392  0.465  0.502  2.21
4.0  0.879  0.592  0.628  0.696  2.41
6.0  1.198  0.690  0.541  0.575  2.73
8.0  1.323  0.717  0.441  0.456  2.87

At U = 4 the weight is overestimated by 48%, but the energy by 11%. At U = 8, Δ/2 exceeds 1, yet the energy estimate is only 3% too high. The small-q argument does not cover this case. The ratio near 3 shows that the quintet term in the difference formula nearly cancels: it leaves only 0.010, and the septet term adds 0.005. A good energy estimate is therefore no evidence for a good weight.

The sign of the gap substitution also changes. With the true gap the estimate is 0.486 at U = 3, below the component value 0.502; at U = 2.5 it was above.

**What each derivation assumes**

Both require a single determinant with orthonormal orbitals within each spin. The energy statements also need a spin-free Hamiltonian; with spin–orbit coupling, cross terms between spins can contribute.

The raising-operator route needs no small parameter. It uses only Tr T†T, and it yields Δ and an upper bound on W. To turn the bound into a weight, it must assume that one contaminant is present.

The rotation route needs the individual singular values. In return it gives every weight, and it replaces the assumption of one contaminant by a condition that can be inspected: it is enough that the sum of all 1 − σ_i², which is Δ, be small compared with 1. This is sufficient, not necessary. Higher spins enter through the coefficient Σ_{i<j} q_i q_j of (1−x)² and higher products, and these are also small when one pair carries nearly all of Δ. For M = 0 and σ = 0.995, 0.99, 0.05, Δ is 1.027, yet W = 0.504 is close to the bound 0.514. Two determinants with the same Δ can differ in their weights. One pair with σ = 0 has Δ = 1 and W = ½. Two pairs with σ² = ½ also have Δ = 1, but q = ¼ for each, so D = (3 + x)²/16 = (9 + 6x + x²)/16. Then w_0 = (9 + 1/3)/16 = 7/12 and W = 5/12. The value of ⟨S²⟩ alone cannot tell these cases apart; the singular values can.

Numerical values quoted here were computed with a short program.
